# Why Donors Freeze Out in Thin Wires Surrounded by a Weak Dielectric

**Question.** A semiconductor wire a few nanometres thick is doped with shallow donors that would release most of their electrons in the bulk at room temperature. The wire lies in a medium of lower permittivity, with no gate nearby. How does the surrounding medium change the donor level, how does the level depend on the radius, and what fraction of the free carriers is lost?

**Answer.** Hartree atomic units are used: $\hbar=e=m_e=4\pi\epsilon_0=1$. The wire has radius $R$ and relative permittivity $\varepsilon_i$, and the medium has $\varepsilon_o<\varepsilon_i$. Let $V$ be the electrostatic potential of the donor ion, of charge $+1$, so that the electron's potential energy is $-V$.

Confinement in a thin wire raises the binding energy even without a dielectric boundary. The effect of the surroundings must therefore be measured against a matched wire, which has the same radius, doping and temperature but $\varepsilon_o=\varepsilon_i$.

## The charge on the boundary

In the matched wire the potential is $V_m=1/(\varepsilon_i r)$, where $r$ is the distance from the donor. It obeys $-\nabla\cdot(\varepsilon_i\nabla V_m)=4\pi\delta(\mathbf r)$. In the real wire $-\nabla\cdot(\varepsilon\nabla V)=4\pi\delta(\mathbf r)$, with $\varepsilon$ depending on position. For the difference $\delta V=V-V_m$, subtraction gives

$$-\nabla\cdot(\varepsilon\nabla\delta V)=\nabla\cdot[(\varepsilon-\varepsilon_i)\nabla V_m].$$

The bracket vanishes inside the wire. Outside, $\varepsilon-\varepsilon_i$ is constant and $\nabla^2V_m=0$. What remains is the jump at the surface, with outward normal $\mathbf n$:

$$-\nabla\cdot(\varepsilon\nabla\delta V)=-(\varepsilon_i-\varepsilon_o)\,\partial_nV_m\,\delta_S .$$

Here $\delta_S$ is the surface delta function. Since $\partial_nV_m=-\mathbf r\cdot\mathbf n/(\varepsilon_i r^3)$ is negative on a convex surface that encloses the donor, the source is positive. A potential with non-negative sources has no interior minimum, and $\delta V$ tends to zero far away, so $\delta V>0$ everywhere.

The polarization charge on the boundary thus has the sign of the donor and adds to its attraction. The argument covers any convex cross-section, including a sheet. If $\varepsilon_o>\varepsilon_i$, the source and $\delta V$ change sign, and the donor binds less strongly than in the matched wire.

## The potential in a cylinder

Put the donor on the axis and use

$$\frac1r=\frac2\pi\int_0^\infty K_0(k\rho)\cos(kz)\,dk .$$

For each $k$, the radial part of the potential, apart from the common factor $2/(\pi\varepsilon_i)$, is $K_0(k\rho)+C\,I_0(k\rho)$ inside and $D\,K_0(k\rho)$ outside. The function $I_0$ is finite on the axis, and $K_0$ decays outside. Let $x=kR$ and $\gamma=\varepsilon_o/\varepsilon_i$, and let all Bessel functions have argument $x$. Continuity of the potential and of $\varepsilon\,\partial_\rho V$ at $\rho=R$ requires

$$K_0+CI_0=DK_0,\qquad -K_1+CI_1=-\gamma DK_1 .$$

The first equation gives $D=1+CI_0/K_0$. Inserted in the second, it gives $C(I_1+\gamma I_0K_1/K_0)=(1-\gamma)K_1$, so

$$C(x)=\frac{(1-\gamma)K_0K_1}{I_1K_0+\gamma I_0K_1}.$$

This is positive for $\gamma<1$. Two limits show its content.

- *Weak mismatch.* For $\gamma\to1$, the identity $I_1K_0+I_0K_1=1/x$ gives $C\approx(1-\gamma)\,x K_0K_1$. The extra attraction vanishes linearly with the difference in permittivity.
- *Long distance.* For $x\to0$, $I_1K_0$ is negligible beside $\gamma I_0K_1$, and $C\to(1/\gamma-1)K_0$. The total is then $K_0/\gamma$, which is the transform of $1/(\varepsilon_o|z|)$. Far along the wire the electron sees the donor screened by the surroundings, since most of the field runs outside.

## One equation along the wire

The wire has hard walls and one isotropic conduction valley of mass $m$. In a thin wire the electron occupies the lowest subband, whose radial function is

$$\phi(\rho)=\frac{J_0(j_{01}\rho/R)}{\sqrt\pi\,R\,J_1(j_{01})},\qquad j_{01}\approx2.405 .$$

With $\Psi=\phi(\rho)\psi(z)$, projecting the Schrödinger equation on $\phi$ and measuring energy from the subband edge gives

$$-\frac{1}{2m}\psi''-\bar V(z)\psi=-B\psi .$$

Here $B$ is the binding energy and $\bar V$ is the average of $V$ over $|\phi|^2$. The electron also polarizes the boundary itself. The resulting self-image energy depends on $\rho$ but not on $z$, so its average over $|\phi|^2$ is a constant. It raises the edge and the donor level equally and drops out of $B$. Its mixing of subbands is left out.

The average has two parts, $\bar V=\bar V_m+\overline{\delta V}$:

$$\bar V_m(z)=\frac1{\varepsilon_i}\int_0^R\frac{|\phi|^2\,2\pi\rho\,d\rho}{\sqrt{\rho^2+z^2}},$$

$$\overline{\delta V}(z)=\frac{2}{\pi\varepsilon_iR}\int_0^\infty C(x)A(x)\cos\frac{xz}{R}\,dx,$$

where $A(x)=\int_0^R|\phi|^2I_0(x\rho/R)\,2\pi\rho\,d\rho$. Both $C$ and $A$ are positive and $|\cos|\le1$, so $\overline{\delta V}$ is largest at $z=0$:

$$\overline{\delta V}(z)\le\frac gR,\qquad g=\frac{2}{\pi\varepsilon_i}\int_0^\infty C(x)A(x)\,dx .$$

The substitution $t=\rho/R$ removes $R$ from $A$, so $g$ depends on the two permittivities alone.

## The radius-dependent level

Write the ground-state binding as $B(R)=B_m(R)+\Delta B(R)$, where $B_m$ belongs to the matched wire. Let $H_m$ be the matched Hamiltonian and $H=H_m-\overline{\delta V}$ the full one, with normalized ground states $\psi_m$ and $\psi$. Using each state as a trial function for the other Hamiltonian gives

$$-B\le\langle\psi_m|H|\psi_m\rangle=-B_m-\langle\overline{\delta V}\rangle_m,$$

$$-B_m\le\langle\psi|H_m|\psi\rangle=-B+\langle\overline{\delta V}\rangle_\psi .$$

Together these are

$$\langle\overline{\delta V}\rangle_m\le\Delta B\le\langle\overline{\delta V}\rangle_\psi\le\frac gR .$$

The dielectric part of the level is therefore positive and lies below a ceiling that varies as $1/R$.

Scaling shows when the ceiling is close. In the coordinate $s=z/R$ the kinetic term carries $1/(2mR^2)$ and the potential $1/R$. Their ratio grows as $mR$, so a wider wire holds a state that is narrower in units of $R$ and stays nearer the maximum of $\overline{\delta V}$. In a very thin wire the state spreads far beyond $R$, and $\Delta B$ falls well short of $g/R$.

## From level to free carriers

Let $N$ be the donor density per volume, $n_d=N\pi R^2$ the number of donors per length, $\mu$ the chemical potential measured from the subband edge, and $y=e^{\mu/kT}$. For $y\ll1$ the free electrons, with two spins, have the linear density

$$n=2y\int_{-\infty}^{\infty}\frac{dk}{2\pi}\,e^{-k^2/(2mkT)}=\frac{2y}{\lambda},\qquad \lambda=\sqrt{\frac{2\pi}{m\,kT}} ,$$

where $k$ is the wave number except in the product $kT$.

A donor is taken to hold at most one electron. The empty donor has weight 1. The occupied donor has weight $2yZ$, where the factor 2 counts spin and $Z$ sums over bound levels. The plain choice $\sum_je^{B_j/kT}$ is unsatisfactory. The turning point of a weakly bound state lies at a distance proportional to $1/B$, and over most of the way there the momentum is of order $\sqrt B$. The number of nodes $j$ thus scales as $B^{-1/2}$, so $B_j\propto1/j^2$. There are endlessly many such levels in an infinite wire, and each adds about 1 to the plain sum.

These levels have been drawn from the bottom of the free series, where the count $n$ already gives each of them a weight close to 1. The convention adopted here keeps the excess:

$$Z=\sum_j\left(e^{B_j/kT}-1\right).$$

Its terms fall as $1/j^2$, and the sum converges. Changes of the continuum near the donor are counted as free.

The ionized fraction of donors is $1/(1+2yZ)=1/(1+n\lambda Z)$. Neutrality without a gate requires $n$ to equal the density of ionized donors. With $\alpha=n/n_d$ this reads $\alpha(1+\alpha n_d\lambda Z)=1$, or

$$\frac{\alpha^2}{1-\alpha}=\kappa,\qquad\kappa=\frac{1}{n_d\lambda Z},\qquad \alpha=\frac{-\kappa+\sqrt{\kappa^2+4\kappa}}{2}.$$

The positive root has been taken. Because $\overline{\delta V}>0$, the min–max principle says that every bound level lies deeper than its counterpart in the matched wire. Hence $Z>Z_m$ and $\alpha<\alpha_m$, and the fractional loss of free carriers is $1-\alpha/\alpha_m$.

To see how strongly the level acts, differentiate $2\ln\alpha-\ln(1-\alpha)=\ln\kappa$:

$$\frac{d\ln\alpha}{d\ln\kappa}=\frac{1-\alpha}{2-\alpha}\le\frac12 .$$

For $\alpha\to1$ the response vanishes, and a slightly deeper level costs almost nothing. For $\alpha\to0$ it is one half and $\alpha\approx\sqrt\kappa$. If the ground level dominates $Z$, half the binding energy then stands in the exponent. Integrating the inequality from the matched wire to the real one gives $\alpha/\alpha_m\ge\sqrt{Z_m/Z}$, which limits the loss.

The radius also enters through $n_d$. At fixed $N$, a thinner wire has fewer donors per length, and $1/(n_d\lambda)$ grows as $1/R^2$. This entropy gain favours ionization. When $Z\approx e^{B/kT}$, thinning lowers $\alpha$ if

$$-\frac{dB}{d\ln R}>2kT .$$

A rising binding energy alone does not settle the matter.

## Numbers for a model wire

Take $m=0.2$, $\varepsilon_i=12$, $kT=1$ mHa (316 K) and $N=10^{-7}$ bohr$^{-3}$ ($6.7\times10^{17}$ cm$^{-3}$). These are round parameters, not those of a named material. An isolated bulk donor would have $B=m/(2\varepsilon_i^2)=0.69$ mHa, less than $kT$, and a radius $a=\varepsilon_i/m=60$ bohr. At this doping $N^{1/3}a=0.28$, slightly above the Mott value of about 0.26, so in the bulk the donor levels would have merged into a band. The bulk binding serves below as a reference energy only.

The equation along the wire was solved by finite differences with a spacing of 1 bohr, and the integrals by Gauss–Legendre quadrature. Each donor was given a length $1/n_d$ of wire with hard ends.

Consider $R=40$ bohr (2.1 nm) and $\varepsilon_o=4$. The binding is built up, in mHa, as

$$B=0.69+2.20+2.73\approx5.63 ,$$

from the bulk value, the confinement part and the dielectric part. The variational bracket for the last is 2.72 to 2.74. With $g=0.116$ hartree bohr, the ceiling $g/R$ is 2.90 mHa. In the units of device work, the binding is 153 meV, against 79 meV in the matched wire.

The ground level contributes $e^{5.628}-1\approx277$ to $Z$ and the first excited level, bound by 2.55 mHa, contributes about 12. All levels together give $Z=299$. The donor spacing is $1/n_d=1989$ bohr and $\lambda=177$ bohr, so $1/(n_d\lambda)=11.2$. Then

$$\kappa=\frac{11.22}{298.8}=0.0376,\qquad \alpha=\frac{-0.0376+\sqrt{0.0014+0.1502}}{2}=0.176 .$$

For the matched wire $Z_m=18.6$, $\kappa=0.604$ and $\alpha_m=0.532$. The loss is $1-0.176/0.532=0.67$. The free density falls from about $3.6\times10^{17}$ to $1.2\times10^{17}$ cm$^{-3}$.

The other radii give:

| $R$ (bohr) | $\varepsilon_o$ | $B$ (mHa) | $\alpha$ | loss |
|---|---|---|---|---|
| 30 | 12 | 3.56 | 0.52 | – |
| 30 | 4 | 7.14 | 0.12 | 78 % |
| 30 | 1 | 18.5 | 0.0004 | 99.9 % |
| 40 | 12 | 2.90 | 0.53 | – |
| 40 | 4 | 5.63 | 0.18 | 67 % |
| 40 | 1 | 14.2 | 0.003 | 99.5 % |
| 50 | 12 | 2.46 | 0.53 | – |
| 50 | 4 | 4.67 | 0.22 | 59 % |
| 50 | 1 | 11.6 | 0.008 | 98 % |
| 60 | 12 | 2.15 | 0.53 | – |
| 60 | 4 | 4.00 | 0.24 | 54 % |
| 60 | 1 | 9.75 | 0.016 | 97 % |

In the matched wire, thinning from 60 to 30 bohr raises the binding by 1.4 mHa, yet the free fraction hardly moves. The reason is the competition described above: $Z$ grows from 8.6 to 35.7, a factor of 4.2, while $1/(n_d\lambda)$ grows from 4.99 to 19.95, a factor of 4.0. With $\varepsilon_o=4$ the second factor is the same, but $Z$ grows from 66 to 1296, a factor of 20, and $\alpha$ is halved. In this example, therefore, thinning the matched wire makes the donor deeper but leaves $\alpha$ almost unchanged, and the fall of $\alpha$ on thinning comes from the dielectric boundary.

For $\varepsilon_o=4$ the dielectric part of the binding is 1.85 mHa at 60 bohr and 3.59 mHa at 30 bohr, which is 96 % and 93 % of the ceiling $g/R$. The drift follows the scaling argument. Over this range $B\approx B_m+0.95\,g/R$ is a usable level formula for these parameters.

The case $\varepsilon_o=1$, a bare wire in vacuum, shows the freeze-out limit. At 30 bohr, $\kappa=19.95/(1.10\times10^8)=1.8\times10^{-7}$, and $\sqrt\kappa=4.3\times10^{-4}$ agrees with the full root. Although the level is 18.5 $kT$ deep, $\alpha$ is far larger than $e^{-18.5}$, because half the exponent and the large factor $1/(n_d\lambda)$ both help ionization.

## How far the numbers can be trusted

**Position of the donor.** This is the largest uncertainty examined here. For a donor at distance $\rho_0$ from the axis, the axially symmetric density $|\phi|^2$ responds to the angular average of the potential, which is that of a charged ring. Outside the ring its transform is $I_0(k\rho_0)K_0(k\rho)$, so the image term gains a factor $I_0(k\rho_0)$. At $R=40$ bohr, $\rho_0=20$ bohr and $\varepsilon_o=4$, the binding in the lowest subband drops from 5.63 to 4.89 mHa, and $\alpha$ would be 0.24 instead of 0.18 if all donors sat there. An off-axis donor also couples this subband to those with angular momentum, which deepens the level and takes back part of the drop. A real wire has a spread of levels. If the donors are spread uniformly over the cross-section, three quarters of them lie farther out than $R/2$, so the on-axis model overstates the freeze-out. The matched wire is affected in the same direction, and the loss changes less than $\alpha$: in the lowest-subband model a uniform spread at this radius gives $\alpha\approx0.27$, $\alpha_m\approx0.70$ and a loss of about 61 % instead of 67 %.

**Other subbands.** Coupling six radial subbands at $R=60$ bohr and $\varepsilon_o=4$ raises $B$ from 4.00 to 4.09 mHa. The ground level carries about five sixths of $Z$, and through the response formula the shift lowers $\alpha$ by roughly 3 % of its value. Differences of one or two per cent between the matched wires therefore carry no meaning. In much wider wires several subbands are occupied and the one-dimensional law fails.

**Counting of levels.** Doubling the length of wire per donor in the level calculation, at fixed $n_d$ in the neutrality equation, changes $\alpha$ by at most 1 % with the excess weights and by up to 6 % with the plain sum. The sum over weak levels converges slowly, and a very long wire lowers $\alpha$ by about 2 % at $R=60$ bohr. This concerns the length only. The neglected change of the continuum near the donor is a separate error, and it matters most in the matched wires, where $Z$ is small. Keeping the ground level alone, with weight $e^{B/kT}$, gives 0.26 instead of 0.24 at $R=60$ bohr and $\varepsilon_o=4$.

**Carrier statistics.** Fermi functions in place of exponentials, with the next subband included, change $\alpha$ by about 1 % at most. The Coulomb energy of two free carriers at their mean spacing, $\alpha n_d/\varepsilon_o$, stays below $0.07\,kT$. Carriers also come closer than this, however, and the effect of their correlation on $\alpha$ is neglected.

**What is left out.** A donor that captures a second electron would remove further carriers, and this is not estimated. The single parabolic valley, the bulk mass and the bulk permittivity are idealizations at these radii: at $R=30$ bohr the subband edge lies $j_{01}^2/(2mR^2)=0.44$ eV above the band bottom, where real bands are no longer parabolic. The donors are also treated as evenly spaced. With random placement, the chance that a donor has a neighbour within a distance $d$ along the wire is $1-e^{-2n_dd}$. For $d=100$ bohr this is 5.5 % at $R=30$ bohr but 20 % at $R=60$ bohr. At that distance the ground states already overlap: for $\varepsilon_o=4$ and 12 the overlap integral is about 0.2 in the narrow wire and 0.4 in the wide one, and an ionized neighbour deepens the level by more than $kT$. The picture of separate levels is therefore already strained in the widest wire, and it fails at higher doping. A nearby gate changes both the potential and the neutrality condition: it can supply charge of its own, so that $n$ need no longer equal the density of ionized donors. Charge trapped at the surface, which is common in real thin wires, would also enter the neutrality condition. The losses above are therefore estimates for ungated stretches of wire without surface charge and should not be carried over to a channel under a gate.
